# Why a Heated Metal Line Produces a Third-Harmonic Voltage

A narrow platinum line lies on a thin insulating film of low permittivity, a low-k dielectric, on a silicon wafer. A source drives a sinusoidal current through the line at 1 kHz. The voltage along the line is almost a perfect sinusoid at 1 kHz, but a small part of it oscillates at 3 kHz. A constant resistance could not produce it, since it would merely copy the current at another scale. The 3 kHz signal also changes if the insulating film is replaced by one that conducts heat differently, although no current flows in the film. Why does a property of the film appear in the voltage of the metal, and why at three times the drive frequency?

## Heating twice per cycle

Let the source impose the current

$$I(t)=I_0\cos\omega t ,$$

whatever the line does. Let $\theta(t)$ be the temperature rise of the line, averaged over its area, above the temperature it has without current. For small rises the resistance is linear in $\theta$,

$$R=R_0(1+\beta\theta),$$

where $\beta$ is the temperature coefficient, positive for platinum. If $|\beta\theta|\ll1$, the heating power can first be computed with $R_0$:

$$P=I^2R_0=I_0^2R_0\cos^2\omega t=P_2(1+\cos2\omega t),\qquad P_2=\frac{I_0^2R_0}{2}.$$

This uses $\cos^2x=\tfrac12(1+\cos2x)$. The heating does not depend on the direction of the current, so it peaks twice per cycle. It has a steady part $P_2$ and an oscillating part of the same amplitude at $2\omega$.

## The temperature follows, with a delay

Assume that heat flow is linear, so that the temperature rises caused by different powers add, and that the thermal properties do not change with time. After the initial transient, a power oscillating at angular frequency $\nu$ then produces a temperature oscillating at the same frequency. I write oscillations as $x(t)=\mathrm{Re}[X e^{i\nu t}]$, so that $X$ is a complex peak amplitude. The thermal impedance $Z(\nu)$, in K/W, is the ratio of the amplitude of $\theta$ to that of the power. Hence

$$\theta(t)=\theta_0+\mathrm{Re}\left[\theta_2e^{2i\omega t}\right],\qquad \theta_0=Z(0)P_2,\quad \theta_2=Z(2\omega)P_2 .$$

The simplest model has one heat capacity $C$ and one thermal conductance $G$ to a cold body:

$$C\frac{d\theta}{dt}+G\theta=P .$$

For an oscillating term the derivative becomes multiplication by $i\nu$, which gives

$$Z(\nu)=\frac{1}{G+i\nu C}.$$

The mean rise $P_2/G$ does not depend on $C$. The oscillation does: with a large heat capacity or a high frequency, the line cannot warm and cool within half a cycle.

## Ohm's law multiplies the two oscillations

Write $\theta_2=|\theta_2|e^{i\varphi}$. The voltage is the product of current and resistance:

$$V=I_0R_0\cos\omega t\,\bigl[1+\beta\theta_0+\beta|\theta_2|\cos(2\omega t+\varphi)\bigr].$$

The last term contains a product of cosines. The identity $\cos a\cos b=\tfrac12[\cos(a+b)+\cos(a-b)]$ gives

$$\cos\omega t\cos(2\omega t+\varphi)=\tfrac12\cos(3\omega t+\varphi)+\tfrac12\cos(\omega t+\varphi).$$

The first term is the third harmonic. Its complex amplitude is

$$V_3=\frac{I_0R_0\beta\theta_2}{2}=\frac{\beta R_0^2I_0^3}{4}\,Z(2\omega),$$

where the second form uses $\theta_2=Z(2\omega)I_0^2R_0/2$. Two powers of the current heat the line, and the third reads its resistance. The phase of $V_3$ is that of the thermal response if $\beta>0$.

The second term has the same size but lies at the drive frequency. Together with the mean rise it shifts the fundamental by

$$\Delta V_1=I_0R_0\beta\left(\theta_0+\frac{\theta_2}{2}\right).$$

This shift sits on the much larger voltage $I_0R_0$, whereas a constant resistance contributes nothing at $3\omega$.

## Two limits of the simple model

If the temperature follows the power at once, $2\omega C\ll G$, then $\theta=I^2R_0/G$ at each instant, and

$$V=R_0I+\frac{\beta R_0^2}{G}I^3 .$$

With $\cos^3x=\tfrac34\cos x+\tfrac14\cos3x$, the third harmonic is $\beta R_0^2I_0^3/(4G)$, as the general formula gives for $Z=1/G$. For $\beta>0$ the resistance is largest at both extremes of the current, and the voltage peaks are slightly raised.

If the line is too slow, $2\omega C\gg G$, then

$$V_3\approx\frac{\beta R_0^2I_0^3}{8i\omega C}.$$

The signal falls as $1/\omega$ and lags by a quarter of its period, while the mean rise stays at $P_2/G$. A line can therefore be hot and give almost no third harmonic. What matters is that its temperature oscillates.

The same distinction can be drawn at fixed frequency. Let a separate heater add a constant power $P_e$ to the line. The mean rise grows by $Z(0)P_e$, and the resistance that converts current into heat grows from $R_0$ to $R_0[1+\beta Z(0)P_e]$. The slope $dR/d\theta=\beta R_0$ is unchanged. Thus $V_3$ changes only by the factor $1+\beta Z(0)P_e$ at this order, however much larger the mean rise is than the oscillation, as long as $R$ stays linear in $\theta$ and the thermal properties do not change over that temperature range.

## Why the source matters

Suppose a sinusoidal voltage source drives the line through a constant series resistance $R_s$. Choose its voltage as $V_s=I_0(R_s+R_0)\cos\omega t$, so that the current is the same as before when $R=R_0$. The voltage across the line is

$$V=V_s\frac{R}{R_s+R}.$$

For a small change $\delta R=R_0\beta\theta$, differentiation gives

$$\delta V=V_s\frac{R_s}{(R_s+R_0)^2}\,\delta R
=\frac{R_s}{R_s+R_0}\,I_0\cos\omega t\,\delta R .$$

The third harmonic is reduced by the factor $R_s/(R_s+R_0)$. For $R_s\gg R_0$ the current is held fixed and the full signal returns. For $R_s=0$ the voltage across the line is the source voltage and has no third harmonic. The line still oscillates in resistance, but the effect then appears in the current.

The current must also be free of a constant offset $I_{dc}$. With one, its square contains the extra term $2I_{dc}I_0\cos\omega t$, which heats at the drive frequency and gives $\theta_1=2I_{dc}I_0R_0Z(\omega)$. A second harmonic then appears, both from the alternating current times $\theta_1$ and from the offset times $\theta_2$:

$$V_2=R_0\beta\left(\frac{I_0\theta_1}{2}+I_{dc}\theta_2\right)
=\beta R_0^2I_0^2I_{dc}\left[Z(\omega)+\frac{Z(2\omega)}{2}\right].$$

Without an offset the current reverses after half a cycle while the heating repeats. In the steady state the voltage also reverses, and a signal with this symmetry has odd harmonics only.

## How the film enters

The film enters through $Z(2\omega)$. Let the line have width $2b$ and length $L$, with $L$ large enough that heat flow along it can be neglected. It delivers heat uniformly over its area to a film of thickness $d$ on a wafer of thickness $h$, whose base is held cold. Let $x$ run across the line and $z$ downward. In a layer of conductivity $\kappa$ and heat capacity per volume $c$, the oscillating temperature $T$ obeys

$$\kappa\left(\frac{\partial^2T}{\partial x^2}+\frac{\partial^2T}{\partial z^2}\right)=i\nu c\,T .$$

A Fourier component $\tilde T(k,z)e^{ikx}$ therefore satisfies

$$\frac{d^2\tilde T}{dz^2}=\gamma^2\tilde T,\qquad \gamma^2=k^2+\frac{i\nu c}{\kappa}.$$

In the wafer (subscript $s$), the solution that vanishes at the base is proportional to $\sinh(\gamma_s y)$, where $y$ is the height above the base. The downward heat flux is $\kappa_s\,d\tilde T/dy$. At the top of the wafer the ratio of temperature to flux is thus

$$\zeta_s=\frac{\tanh(\gamma_sh)}{\kappa_s\gamma_s}.$$

In the film (subscript $f$), let $s$ be the height above the wafer and $\zeta_f=1/(\kappa_f\gamma_f)$. Write

$$\tilde T=A\cosh\gamma_fs+B\sinh\gamma_fs,\qquad
\text{flux}=\frac{A\sinh\gamma_fs+B\cosh\gamma_fs}{\zeta_f}.$$

Temperature and flux are continuous at $s=0$, so $A/(B/\zeta_f)=\zeta_s$, or $B=A\zeta_f/\zeta_s$. Dividing temperature by flux at $s=d$, and then numerator and denominator by $\cosh\gamma_fd$, gives the surface impedance

$$\zeta(k)=\zeta_f\,\frac{\zeta_s+\zeta_f\tanh\gamma_fd}{\zeta_f+\zeta_s\tanh\gamma_fd}.$$

The flux under the line is $P/(2bL)$, where $P$ now denotes the power amplitude at $\nu$. Its Fourier transform is

$$\frac{P}{2bL}\int_{-b}^{b}e^{-ikx}dx=\frac PL\frac{\sin kb}{kb}.$$

Averaging $e^{ikx}$ over the line gives a second factor $\sin(kb)/(kb)$. The inverse transform carries $1/2\pi$, and the integrand is even in $k$, so

$$Z(\nu)=\frac{1}{\pi L}\int_0^\infty\left(\frac{\sin kb}{kb}\right)^2\zeta(k)\,dk .$$

For a thin film, $\tanh\gamma_fd\approx\gamma_fd$, and

$$\zeta\approx\frac{\zeta_s+d/\kappa_f}{1+\zeta_s(\kappa_fk^2+i\nu c_f)d}.$$

The second term in the denominator describes heat carried sideways or stored in the film. If it is small, $\zeta\approx\zeta_s+d/\kappa_f$. The integral is governed by $k$ up to about $1/b$, so this also requires $d\ll b$. Since $\int_0^\infty[\sin(kb)/(kb)]^2dk=\pi/(2b)$,

$$Z\approx Z_{sub}+\frac{d}{2bL\kappa_f},$$

where $Z_{sub}$ is the impedance of the wafer without the film. The film acts as a thermal resistance in series. A poorer heat conductor makes the temperature oscillation larger, and with it the third harmonic.

## A platinum line on a low-k film

Take a line 20 µm wide, 1 mm long and 200 nm thick, with resistivity 15 µΩ cm and $\beta=0.0025$ K$^{-1}$. The film is 500 nm thick, with $\kappa_f=0.4$ W/(m K) and $c_f=1.3$ J/(cm³ K). The silicon is 500 µm thick, with 150 W/(m K) and 1.66 J/(cm³ K). The current has a peak of 20 mA at 1 kHz. Resistance and power are

$$R_0=\frac{(1.5\times10^{-7})(10^{-3})}{(20\times10^{-6})(200\times10^{-9})}=37.5\ \Omega,\qquad
P_2=\frac{(0.020)^2(37.5)}{2}=7.5\ \text{mW}.$$

The series resistance of the film is

$$\frac{d}{2bL\kappa_f}=\frac{500\times10^{-9}}{(20\times10^{-6})(10^{-3})(0.4)}=62.5\ \text{K/W}.$$

Numerical integration over $k$ gives $|Z_{sub}|=6.7$ K/W and, for film and wafer together, $|Z(2\omega)|=68.1$ K/W. Most of the response belongs to the film. The series formula differs from the full integral by 1.4% of $|Z|$. The oscillation and the signal are

$$|\theta_2|=(68.14)(0.0075)=0.511\ \text{K},$$

$$|V_3|=\frac{(750\ \text{mV})(0.0025)(0.511)}{2}=0.479\ \text{mV}.$$

The phase is $-1.6^\circ$, so this line is close to the limit in which temperature follows power at once. The mean rise is $\theta_0=0.541$ K.

These formulas can be compared with a direct calculation that does not use them. The heat equation for the cross-section was solved in time by finite volumes, with heat $I^2R$ from the momentary resistance, for 13 cycles of 200 steps. Fourier analysis of the voltage in the last cycle gave $|V_3|=0.481$ mV, 0.4% above the formula. The shift of the fundamental was 1.499 mV, against 1.494 mV from the formula.

Most of the 0.4% comes from a neglected feedback: the changing resistance changes the heating. With the small phase ignored, the extra power is

$$P_2\beta(1+\cos2\omega t)(\theta_0+\theta_2\cos2\omega t).$$

Its part at $2\omega$ is $P_2\beta(\theta_0+\theta_2)$, which raises $\theta_2$ by the fraction $\beta(\theta_0+\theta_2)$. Its part at $4\omega$ is $P_2\beta\theta_2/2$. Since the film dominates, $Z(4\omega)\approx Z(2\omega)$, and the resulting temperature amplitude is about $\beta\theta_2^2/2$. Multiplied by the current, it too gives a voltage at $3\omega$. The relative correction to $V_3$ is

$$\epsilon=\beta\left(\theta_0+\tfrac32\theta_2\right)=0.0025\,(0.541+0.766)=0.33\%.$$

Doubling the current makes $\epsilon$ four times larger, so $V_3$ should grow by $8(1+4\epsilon)/(1+\epsilon)\approx8(1+3\epsilon)=8.08$. The simulation gives 8.079.

Further simulations changed one condition at a time:

- A steady extra power of 75 mW raised the mean temperature rise from 0.54 K to 5.97 K, yet $V_3$ grew by the factor 1.0135. The formula gives $1+(0.0025)(72.17)(0.075)=1.0135$, with $Z(0)=72.17$ K/W.
- A voltage source with $R_s=R_0$ reduced $V_3$ to 0.4975 of its former value. The leading-order factor is one half.
- A current offset of 4 mA produced a second harmonic of 0.582 mV, against 0.579 mV from the formula.

The film's conductivity can now be read from the simulated voltage. It implies $|\theta_2|=2(0.4811)/[(750)(0.0025)]=0.513$ K. The wafer accounts for about $(6.7)(0.0075)=0.050$ K, which leaves 0.463 K across the film. Then

$$\kappa_f\approx\frac{P_2d}{2bL\,(0.463\ \text{K})}
=\frac{(0.0075)(500\times10^{-9})}{(2\times10^{-8})(0.463)}=0.405\ \text{W/(m K)}.$$

Subtracting real parts instead of magnitudes gives 0.404 W/(m K), 1% above the value put in.

## The model beside a real line

The material values are rough ones for a platinum film, an organosilicate-type dielectric and silicon near 300 K. The model also assumes perfect thermal contact between the layers. A total interface resistance of roughly $2\times10^{-8}$ m² K/W adds 1.6% to the film's $d/\kappa_f$. With the same interfaces and conductivity, they would add 16% to the $d/\kappa_f$ of a 50 nm film, and a conductivity inferred without allowing for them would be about 14% too low. The line's own heat capacity, roughly 2.8 J/(cm³ K), changes $Z(2\omega)$ by about 1%, mainly in phase. The metal also conducts heat across its width, so the flux into the film is not quite uniform but larger at the edges; this lowers $|Z(2\omega)|$ by about 0.7%. Cold contact pads at the ends would lower the mean signal by about 0.7%. Heat spreading in the wafer beyond the ends of the line would lower the mean rise $\theta_0$ by about 1.4%, but the oscillation, whose heat penetrates less deeply, by only about 0.2%. The peak voltage of 0.75 V, if it all fell across the film, would give 0.015 MV/cm, far below a rough breakdown field of 5 MV/cm. Thermal noise in a 1 Hz bandwidth is 0.8 nV rms, also far below the signal. The purity of the source is a stricter demand: $|V_3|/(I_0R_0)$ is only $6.4\times10^{-4}$, and a third harmonic in the current itself adds directly to the voltage. It must be much smaller than this fraction, or be measured and subtracted, before the 3 kHz signal can be read as a temperature.
